# Bound state of a weak one-site attraction on a square lattice

## Definitions and conventions

One spinless particle moves on an infinite square lattice. The sites are $\mathbf r=(x,y)$, with $x,y$ integers. The amplitude for hopping between nearest neighbours is $-t$, with $t>0$, and the site at the origin has energy $-U$, with $U>0$; all other site energies are zero. The algebra is in atomic units. It contains only energies and dimensionless wavevectors $\mathbf k$, measured in inverse lattice constants.

Without the attraction, a plane wave has energy

$$\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y),$$

so the band runs from $-4t$ to $4t$. A bound state is a normalizable solution of $H\psi=E\psi$ with $E$ outside the band. Below the band write $E=-4t-D$, where $D>0$ is the depth, and define

$$g(D)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dk_x\,dk_y}{(2\pi)^2}\,\frac{1}{\varepsilon_{\mathbf k}+4t+D},\qquad d=\frac{D}{4t},\qquad D_0=32\,t\,e^{-4\pi t/U}.$$

## Theorem

For every $U>0$ there is exactly one bound state below the band and none above it. Its depth satisfies

$$\frac{D}{D_0}\to1\qquad\text{as }U/t\to0,$$

and, to the next order,

$$D=D_0\left[1-\frac{D_0}{4t}\left(\frac{2\pi t}{U}-\frac12\right)+\dots\right].$$

The expression $32t\,e^{-4\pi t/U}$ is therefore the weak-coupling limit of the depth, not an identity valid at all $U$.

## Lemma 1: the bound-state condition

*A state of depth $D$ exists if and only if $1/U=g(D)$, and this equation has exactly one root.*

**Proof.** Let $H_0$ be the hopping part of $H$. Moving the attraction to the right-hand side gives $(H_0-E)\psi(\mathbf r)=U\psi(0)\,\delta_{\mathbf r,0}$. With $\psi_{\mathbf k}=\sum_{\mathbf r}e^{-i\mathbf k\cdot\mathbf r}\psi(\mathbf r)$ this becomes

$$\psi_{\mathbf k}=\frac{U\psi(0)}{\varepsilon_{\mathbf k}-E}.$$

The division is allowed because $E$ lies outside the band. Averaging over $\mathbf k$ returns $\psi(0)$ on the left. If $\psi(0)$ vanished, so would the whole state; hence it can be cancelled, leaving $1/U=g(D)$. Conversely, a root gives a bounded $\psi_{\mathbf k}$ and so a normalizable state. For $E>4t$ the average of $1/(\varepsilon_{\mathbf k}-E)$ is negative and cannot equal $1/U$.

The integrand of $g$ falls strictly as $D$ grows, and $g\le1/D\to0$ for large $D$. For small $D$, use $1-\cos k\le k^2/2$, which gives $\varepsilon_{\mathbf k}+4t\le t(k_x^2+k_y^2)$. Keeping only the disc $|\mathbf k|<\pi$,

$$g(D)\ge\int_0^{\pi}\frac{k\,dk}{2\pi}\,\frac{1}{tk^2+D}=\frac{1}{4\pi t}\ln\!\left(1+\frac{\pi^2t}{D}\right)\to\infty .$$

So $g$ takes each positive value once. $\square$

The logarithm is the physical reason for binding at any $U$. In two dimensions the area element $k\,dk$ gives a density of states that tends to a nonzero constant at the band bottom, and states of low energy make $g$ diverge. The coefficient $1/4\pi t$ already contains the exponent of the theorem. The factor 32 needs the whole band.

## Lemma 2: reduction to one integral

*With $s=\sin\theta$,*

$$g(D)=\frac{1}{2\pi t}\,I(d),\qquad I(d)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{(d+s^2)(1+d+s^2)}} .$$

**Proof.** For $a>b>0$, put $u=\tan(\phi/2)$, so that $\cos\phi=(1-u^2)/(1+u^2)$ and $d\phi=2\,du/(1+u^2)$. Then

$$\int_{-\pi}^{\pi}\frac{d\phi}{2\pi}\frac{1}{a-b\cos\phi}=\frac1\pi\int_{-\infty}^{\infty}\frac{du}{(a-b)+(a+b)u^2}=\frac{1}{\sqrt{a^2-b^2}} .$$

Apply this to the $k_y$ integral, with $b=2t$ and $a=4t+D-2t\cos k_x$. Since $1-\cos k_x=2\sin^2(k_x/2)$,

$$a-2t=4t\left(d+\sin^2\tfrac{k_x}{2}\right),\qquad a+2t=4t\left(1+d+\sin^2\tfrac{k_x}{2}\right).$$

The square root of the product supplies a factor $4t$. The remaining integrand is even in $k_x$, and with $k_x=2\theta$ the measure $\int_{-\pi}^{\pi}dk_x/2\pi$ becomes $(2/\pi)\int_0^{\pi/2}d\theta$. The prefactor is $(2/\pi)/(4t)=1/(2\pi t)$. $\square$

## Lemma 3: the constant under the logarithm

*As $d\to0$, $I(d)=\tfrac12\ln(8/d)+o(1)$.*

**Proof.** Subtract and add a term with the same singular behaviour at small $\theta$ that can be integrated at once. Thus $I=A+B$, where

$$A=\int_0^{\pi/2}\frac{\cos\theta\,d\theta}{\sqrt{d+s^2}}=\operatorname{arsinh}\frac1{\sqrt d}=\ln\frac{1+\sqrt{1+d}}{\sqrt d}=\frac12\ln\frac4d+o(1),$$

$$B=\int_0^{\pi/2}\frac{d\theta}{\sqrt{d+s^2}}\left[\frac1{\sqrt{1+d+s^2}}-\cos\theta\right].$$

For $v\ge0$, $0\le1-1/\sqrt{1+v}\le v/2$; also $0\le1-\cos\theta\le s^2$. With $v=d+s^2$, the integrand of $B$ is at most $\tfrac12\sqrt{d+s^2}+s^2/\sqrt{d+s^2}$ in magnitude, which is below 2 for $d\le1$. The limit $d\to0$ may then be taken inside the integral, by dominated convergence. Using $d\theta=ds/\sqrt{1-s^2}$,

$$B\to\int_0^1\frac{ds}{s}\left[\frac{1}{\sqrt{1-s^4}}-1\right]=\frac12\int_0^1\frac{dp}{p}\left[\frac1{\sqrt{1-p^2}}-1\right],$$

where $p=s^2$ and $ds/s=dp/2p$. Now set $p=\sin\phi$:

$$B\to\frac12\int_0^{\pi/2}\frac{1-\cos\phi}{\sin\phi}\,d\phi=\frac12\int_0^{\pi/2}\tan\frac\phi2\,d\phi=-\ln\cos\frac\pi4=\frac12\ln2 .$$

The sum is $\tfrac12\ln(4/d)+\tfrac12\ln2=\tfrac12\ln(8/d)$. $\square$

## Proof of the limit

Lemmas 2 and 3, with $8/d=32t/D$, turn the condition $1/U=g(D)$ into

$$\frac{4\pi t}{U}=\ln\frac{32t}{D}+r(D),\qquad r(D)\to0\text{ as }D\to0 .$$

Exponentiation gives $D=D_0\,e^{r(D)}$. When $U\to0$ at fixed $t$, $g(D)=1/U$ grows without bound, which forces $D\to0$. Then $r(D)\to0$ and $D/D_0\to1$. $\square$

An additive constant in the logarithm multiplies the depth, which is why Lemma 3 had to control $I$ to $o(1)$. The function $e^{-4\pi t/U}$ vanishes faster than any power of $U$ as $U\to0^+$, so a power series in $U$ cannot produce this binding energy.

## Lemma 4: the next order

*With $\Lambda=\ln(8/d)$,*

$$4\pi t\,g=\Lambda-\frac d2(\Lambda-1)+O(d^2\Lambda).$$

**Proof.** Let $w=4t+D$ and expand $1/(w+\varepsilon_{\mathbf k})$ in powers of $1/w$. The average of $(2\cos k_x+2\cos k_y)^m$ counts closed walks of $m$ steps. In the coordinates $x+y$ and $x-y$, each step changes both by $\pm1$ independently. Both must return to zero, so there are $\binom{2n}{n}^2$ walks for $m=2n$ and none for odd $m$. Therefore

$$wg=F(x)=\sum_{n\ge0}a_nx^n,\qquad a_n=\left[\frac{1}{4^n}\binom{2n}{n}\right]^2,\qquad x=\left(\frac{4t}{w}\right)^2,$$

where $x$ now denotes this ratio. The binomials give $(n+1)^2a_{n+1}=(n+\tfrac12)^2a_n$. This is the coefficient of $x^n$ in

$$x(1-x)F''+(1-2x)F'-\tfrac14F=0 .$$

The equation keeps its form in $y=1-x$. At $y=0$ it has a regular singular point with a double exponent zero, so its solutions are a power series plus $\ln y$ times a power series. By Lemma 3, $\pi F=\ln(8/d)+o(1)$, and $y=1-(1+d)^{-2}=2d-3d^2+\dots$, so the leading term is $L=\ln(16/y)$. Hence

$$\pi F=L(1+\alpha y)+\beta y+O(y^2L).$$

With $L'=-1/y$, the three terms of the equation are

$$\begin{aligned}
y(1-y)\,\pi F''&=\tfrac1y-1-\alpha+O(yL),\\
(1-2y)\,\pi F'&=-\tfrac1y+2+\alpha L-\alpha+\beta+O(yL),\\
-\tfrac14\pi F&=-\tfrac14L+O(yL).
\end{aligned}$$

Their sum must vanish. The terms in $L$ give $\alpha=\tfrac14$, and the constants give $\beta=2\alpha-1=-\tfrac12$.

Next insert $y=2d-3d^2+\dots$, for which $L=\Lambda+\tfrac32d+O(d^2)$. This gives $\pi F=\Lambda+\tfrac12d\Lambda+\tfrac12d+O(d^2\Lambda)$. Finally $4\pi t\,g=\pi F/(1+d)$, and the denominator contributes $-d\Lambda$. $\square$

Setting $4\pi t\,g=4\pi t/U$ and exponentiating,

$$D=D_0\exp\!\left[-\frac d2(\Lambda-1)+O(d^2\Lambda)\right].$$

In the small exponent, $d$ may be replaced by $D_0/4t$ and $\Lambda$ by $4\pi t/U$ at this order. Expanding the exponential proves the second formula of the theorem. The relative correction is itself exponentially small in $t/U$.

## Proposition 5: extent and site weight

*The column sums $c(x)=\sum_y\psi(x,y)$ decay as $e^{-\kappa|x|}$, with $\cosh\kappa=1+D/2t$. The weight on the attractive site is*

$$|\psi(0)|^2=\frac{1}{U^2\,|dg/dD|}\simeq\frac{4\pi tD}{U^2}\qquad(U/t\to0).$$

**Proof.** The function $\psi_{\mathbf k}$ is analytic near real $\mathbf k$, so $\psi$ decays exponentially and the sums converge. Summing the Schrödinger equation over $y$ at $x\ne0$ gives

$$-t[c(x+1)+c(x-1)]-2t\,c(x)=(-4t-D)\,c(x).$$

The decaying solution satisfies $2t\cosh\kappa+2t=4t+D$. For the weight, normalization requires the zone average of $|\psi_{\mathbf k}|^2$ to be one. This average is $U^2|\psi(0)|^2$ times the average of $(\varepsilon_{\mathbf k}-E)^{-2}$, which is $-dg/dD$. The series in Lemma 4 can be differentiated term by term, with the result

$$-\frac{dg}{dD}=\frac{1}{4\pi tD}\left[1+\frac d2(\Lambda-2)+\dots\right].\qquad\square$$

For small $D$, $\kappa\simeq\sqrt{D/t}$. The state then spreads over many sites, and little of it sits on the site that binds it.

## Proposition 6: weak coupling between layers

Stack infinitely many identical layers with hopping amplitude $-t_z$ between neighbouring ones, $t_z>0$, and keep the attraction on one site of one layer. The band bottom moves to $-4t-2t_z$; measure $D$ from there.

*As $U/t\to0$ at fixed $t_z/D_0<1$,*

$$D\simeq\frac{(D_0-t_z)^2}{D_0},$$

*and binding is lost at a value of $t_z$ whose ratio to $D_0$ tends to one.*

**Proof.** The third wavevector $q$ adds $2t_z(1-\cos q)$ to the energy above the band bottom. The condition becomes $1/U=\langle g(D+2t_z-2t_z\cos q)\rangle_q$. All arguments of $g$ are small, so Lemma 3 applies to each:

$$\frac{4\pi t}{U}=\ln(32t)-\left\langle\ln(D+2t_z-2t_z\cos q)\right\rangle_q+o(1).$$

Write the argument of the logarithm as $M|1-\rho e^{iq}|^2$, with $\rho=t_z/M$ and $M+t_z^2/M=D+2t_z$, taking the root $M>t_z$. The average of $\ln|1-\rho e^{iq}|^2=-2\sum_{n\ge1}\rho^n\cos(nq)/n$ is zero, so the average logarithm is $\ln M$. The condition is thus $M\simeq D_0$, and

$$D\simeq D_0+\frac{t_z^2}{D_0}-2t_z .$$

At $D=0$ the root is $M=t_z$, so the threshold is $t_z\simeq D_0$. $\square$

Binding at arbitrarily small $U$ is thus a property of two dimensions. In the infinite stack the averaged logarithm stays finite at the band bottom, and a minimum attraction is needed. A finite stack, such as a bilayer, is still two-dimensional. There the average over $q$ becomes a finite sum whose lowest term is $g(D)$ with nonzero weight, so it diverges as $D\to0$ and a bound state exists for every $U>0$, with a smaller depth.

## Worked example

Take the round values $t=0.5$ eV, $U=1$ eV and a lattice constant of 4 angstrom. The exponent is $4\pi t/U=6.283$, so

$$D_0=16\ \text{eV}\times e^{-6.283}=0.02988\ \text{eV}.$$

The relative correction is $(0.02988/2)(3.1416-0.5)=0.0395$, which lowers the depth to 0.02870 eV. The root of $1/U=g(D)$ is

$$D=0.02877\ \text{eV}=28.77\ \text{meV}.$$

The leading law is 3.9% above this root, and the corrected one 0.2% below it. Diagonalizing a periodic lattice of $101\times101$ sites gives 0.02877 eV as well.

From $\cosh\kappa=1.0288$ follows $\kappa=0.2393$ per lattice constant, a decay length of $4/0.2393=16.7$ angstrom for the column sums of the amplitude. The amplitude itself falls faster near the site, the probability has about half this decay length, and the root-mean-square radius of the state is 13.4 angstrom. The site weight is 0.175. Its leading form gives 0.181, which is too large because the bracket in Proposition 5 exceeds one here.

## Where the law fails

At fixed $t$, the ratio $D_0/D$ is 1.0002 for $U/t=1$, 1.04 for $U/t=2$, 1.18 for $U/t=3$ and 1.32 for $U/t=4$. The opposite limit shows why the law must fail. For $U\gg t$, the walk series gives $1/U=w^{-1}(1+4t^2/w^2+\dots)$, hence $w=U+4t^2/U+\dots$ and

$$D=U-4t+\frac{4t^2}{U}+\dots$$

The particle then sits mostly on the attractive site and the depth grows with $U$, whereas $D_0$ can never exceed $32t$.

Modest changes to the band can shift the depth by much more than the 4% error of the leading law, as the following cases show. Let an amplitude $-t'$ connect diagonal neighbours, and measure the depth from the shifted band bottom $-4t-4t'$. Near the bottom the energy above the band edge becomes $(t+2t')k^2$, so the exponent becomes $4\pi(t+2t')/U$; the prefactor changes too. With $t$ and $U$ held fixed, $t'=+0.05$ eV reduces the depth to 0.0120 eV and $t'=-0.05$ eV raises it to 0.0633 eV. In an infinite stack an interlayer hopping of 0.005 eV reduces it to 0.0196 eV; the weak-coupling formula gives 0.0207 eV. Binding in the infinite stack disappears at $t_z=0.02815$ eV, about 6% below $D_0$. A bilayer has no such threshold: at $t_z=0.05$ eV it still binds, at a depth of 0.0074 eV below its own band bottom $-4t-t_z$.

The thermal energy equals the depth at 334 K. Near room temperature the level is therefore not deep on the thermal scale, though its occupation would also depend on the particle density.

These parameters represent no particular material. In a bulk crystal with comparable hopping in all three directions the two-dimensional logarithm does not apply, and the formula should not be used for an impurity level there. In a layered crystal it requires $t_z\ll D_0$, as Proposition 6 shows. It also assumes a short-range attraction at a parabolic band minimum, so it does not describe a charged impurity with a long-range potential, or a band whose density of states vanishes at the edge. Electron repulsion and lattice relaxation are also absent from the model, and their effect is not estimated here. The numerical output below gives the remaining digits.

## Table of computed values

```
EXAMPLE
hopping t = 0.500 eV
attraction U = 1.000 eV
lattice constant = 4.00 angstrom
band bottom = -2.000 eV
exponent 4 pi t/U = 6.28319
leading depth D0 = 0.029879 eV
relative correction = 0.03946
corrected depth = 0.028700 eV
full depth D = 0.028766 eV
full depth D = 28.766 meV
lattice diagonalization depth = 0.028766 eV
lattice size = 101 x 101 sites
leading/full depth = 1.03868
bound-state energy = -2.028766 eV
kappa (per lattice constant) = 0.23929
kappa from lattice state = 0.23929
decay length = 16.716 angstrom
site weight, full = 0.17539
site weight, lattice state = 0.17539
site weight, leading law = 0.18074
RANGE OF THE LAW: U/t, full D/t, leading D0/t, D0/D
0.5  3.89170e-10  3.89170e-10  1.000000
1.0  1.11577e-04  1.11595e-04  1.000161
1.5  7.30947e-03  7.35890e-03  1.006762
2.0  5.75327e-02  5.97582e-02  1.038682
3.0  4.12076e-01  4.85268e-01  1.177616
4.0  1.04588e+00  1.38285e+00  1.322186
LIMIT FROM DIRECT SUM: D/t, U/t, D/D0, corrected D/D0
1e-01  2.200936  0.9429286  0.9375674
1e-02  1.558701  0.9912132  0.9910941
1e-03  1.211529  0.9988292  0.9988271
1e-04  0.991357  0.9998541  0.9998540
remainder integral = 0.346574
EFFECTS OUTSIDE THE MODEL
depth, diagonal hopping +0.05 eV = 0.01201 eV
depth, diagonal hopping -0.05 eV = 0.06327 eV
interlayer hopping tz = 0.0050 eV
depth with tz, full = 0.01962 eV
depth with tz, weak law = 0.02072 eV
tz that destroys binding = 0.02815 eV
thermal energy at 300 K = 0.02585 eV
temperature with kT = D: 333.8 K
```
